\section*{Coma and the relative placement of two-beam gratings of different pitch}

\section*{The problem}

A projection lens of numerical aperture $\mathrm{NA}$ images a grating at wavelength $\lambda$. All lengths are measured at wafer scale, in nanometres, and $X$ is the wafer coordinate across the lines. The mask has period $2p$. It has a clear window of width $p/2$ centred at $X=0$ with transmission $+1$, an equal window at $X=p$ with transmission $-1$, and is opaque elsewhere.

Pupil coordinates $(x,y)$ are direction sines at the wafer divided by $\mathrm{NA}$, so the pupil is the disc $\rho^2=x^2+y^2\le1$. A plane wave of spatial frequency $f$ is written $e^{+2\pi i fX}$ and passes the pupil at $x=\lambda f/\mathrm{NA}$, where it acquires the factor $e^{2\pi iW(x,y)}$. Thus $W$ is the aberration in waves.

The source is incoherent, uniform and centred. Its image in the pupil is a disc of radius $\sigma$. Imaging is scalar and the mask is thin, with diffraction amplitudes that do not depend on the angle of illumination. The question is how an odd aberration moves the printed spaces, and whether gratings of different pitch move together.

\section*{(a) Which beams form the image?}

\emph{Find the diffraction amplitudes and the range of $p$ in which two beams reach the wafer from every source point.}

\textbf{Solution.} The Fourier coefficient of order $m$ is
\begin{align}
a_m&=\frac1{2p}\left(1-e^{-i\pi m}\right)\int_{-p/4}^{p/4}e^{-i\pi mX/p}\,dX\notag\\
&=\left[1-(-1)^m\right]\frac{\sin(\pi m/4)}{\pi m}.
\end{align}
The bracket comes from the second window, displaced by $p$ and reversed in sign. It removes every even order, including $m=0$, for which the integral is finite. The first orders are equal: $a_1=a_{-1}=(2/\pi)\sin(\pi/4)=0.450$.

Order $m$ has frequency $m/(2p)$ and therefore lies at a distance $mg$ from the zero-order position, where
\begin{equation}
g=\frac{\lambda}{2\,\mathrm{NA}\,p}.
\end{equation}
Light from source point $\mathbf s=(s_x,s_y)$ puts the first orders at $(s_x\pm g,s_y)$. Their distance from the centre is at most $g+\sigma$, so both pass for all source points if $g+\sigma\le1$. The third orders are at least $3g-\sigma$ from the centre and are all blocked if $3g-\sigma>1$; higher odd orders lie still farther out. Hence
\begin{equation}
\frac{1+\sigma}{3}<g\le1-\sigma,
\qquad
\frac{\lambda}{2\mathrm{NA}(1-\sigma)}\le p<\frac{3\lambda}{2\mathrm{NA}(1+\sigma)} .
\label{eq:window}
\end{equation}
The range is not empty if $\sigma<1/2$.

\section*{(b) How far does one source point shift the fringes?}

\emph{Find the displacement for one source point. For axial illumination, decide which odd aberrations give a pitch-dependent shift.}

\textbf{Solution.} Write $W_\pm=W(s_x\pm g,s_y)$. The oblique illumination multiplies both orders by the same plane wave, which drops out of the intensity:
\begin{align}
I(X)&=a_1^2\left|e^{i\pi X/p+2\pi iW_+}+e^{-i\pi X/p+2\pi iW_-}\right|^2\notag\\
&=2a_1^2\left[1+\cos\!\left(\frac{2\pi X}{p}+D\right)\right],
\quad D=2\pi(W_+-W_-).
\end{align}
The intensity has period $p$, half the mask period. A maximum occurs where the cosine's argument vanishes. On the branch that joins continuously to zero aberration, its position is
\begin{equation}
\delta=-\frac{pD}{2\pi}=-p(W_+-W_-)
=-\frac{\lambda}{\mathrm{NA}}\,\frac{W_+-W_-}{2g}.
\label{eq:single}
\end{equation}
The last step uses $p=\lambda/(2\mathrm{NA}g)$. The shift is thus proportional to the slope of the chord joining the two sampled points of the aberration.

For $\mathbf s=0$, split $W=W_e+W_o$ into parts even and odd under $(x,y)\to(-x,-y)$. The even part cancels and the odd part doubles:
\begin{equation}
\delta=-\frac{\lambda}{\mathrm{NA}}\frac{W_o(g,0)}{g}.
\label{eq:axis}
\end{equation}
Oddness alone does not make the shift depend on pitch. A tilt $W=\tau x$ gives $\delta=-\tau\lambda/\mathrm{NA}$ for every grating. An aberration that is odd but vanishes on the $x$ axis, such as one proportional to $y$, gives no shift. The shift varies with pitch when $W_o(g,0)/g$ varies with $g$, that is, when the odd phase along the grating direction departs from a straight line through the origin.

Even then, two particular pitches may agree. For $W_o(x,0)\propto(10x^4-12x^2+3)x$, the shifts are equal if $10(g_1^4-g_2^4)=12(g_1^2-g_2^2)$, which for $g_1\ne g_2$ means $g_1^2+g_2^2=6/5$.

\section*{(c) What does an extended source do?}

\emph{Sum over the source, and separate the roles of even and odd aberrations.}

\textbf{Solution.} Different source points are mutually incoherent, so their intensities add. With $\langle\ldots\rangle$ the average over the source,
\begin{equation}
I(X)=2a_1^2\left\{1+\operatorname{Re}\left[e^{2\pi iX/p}C\right]\right\},
\qquad C=\langle e^{iD}\rangle=|C|e^{i\Phi}.
\end{equation}
The image is still one cosine, with contrast $|C|$ and displacement
\begin{equation}
\delta=-\frac{p}{2\pi}\Phi .
\label{eq:source}
\end{equation}
A cosine is symmetric about its maximum. The midpoint between the two edges of a bright space therefore has this displacement at any threshold between the minimum and maximum intensity.

Let $D_e$ and $D_o$ be the contributions of $W_e$ and $W_o$. Reversing the source point gives
\begin{align}
\frac{D_e(-\mathbf s)}{2\pi}&=W_e(-s_x+g,-s_y)-W_e(-s_x-g,-s_y)\notag\\
&=W_e(s_x-g,s_y)-W_e(s_x+g,s_y)=-\frac{D_e(\mathbf s)}{2\pi}.
\end{align}
For $W_o$, each term acquires one more minus sign, so $D_o(-\mathbf s)=D_o(\mathbf s)$. Averaging the contributions of $\mathbf s$ and $-\mathbf s$ leaves
\begin{equation}
C=\langle\cos D_e\,e^{iD_o}\rangle .
\end{equation}
If $D_o=0$, then $C$ is real. Even aberration alone causes no displacement while $\langle\cos D_e\rangle>0$; a negative value would exchange bright and dark fringes. For small odd phase and positive $\langle\cos D_e\rangle$, expansion of the exponential gives
\begin{equation}
\Phi\simeq\frac{\langle D_o\cos D_e\rangle}{\langle\cos D_e\rangle}.
\label{eq:weighted}
\end{equation}
Defocus can therefore alter a shift caused by coma, although it causes none by itself with this centred source.

\section*{(d) How does coma separate two pitches?}

\emph{Take $W=c(3\rho^2-2)x$, with $c$ in waves and no other aberration. Find the shift to first order in $c$, and the difference between two pitches imaged with the same source and coma.}

\textbf{Solution.} The difference between the two beams is
\begin{align}
\frac{W_+-W_-}{c}
&=3\left[(s_x+g)^3-(s_x-g)^3\right]+3s_y^2(2g)-2(2g)\notag\\
&=3(6s_x^2g+2g^3)+6s_y^2g-4g\notag\\
&=2g\left(3g^2-2+9s_x^2+3s_y^2\right),
\end{align}
and hence
\begin{equation}
D=4\pi cg\left(3g^2-2+9s_x^2+3s_y^2\right).
\label{eq:D}
\end{equation}
To first order $\Phi=\langle D\rangle$. For a uniform disc,
\begin{equation}
\langle s_x^2+s_y^2\rangle=\frac{1}{\pi\sigma^2}\int_0^\sigma r^2\,2\pi r\,dr=\frac{\sigma^2}{2},
\end{equation}
so symmetry gives $\langle s_x^2\rangle=\langle s_y^2\rangle=\sigma^2/4$. The source terms in \eqref{eq:D} average to $(9+3)\sigma^2/4=3\sigma^2$. Since $(p/2\pi)4\pi cg=2pgc=c\lambda/\mathrm{NA}$,
\begin{equation}
\boxed{\delta(p)=-c\frac{\lambda}{\mathrm{NA}}\left(3g^2-2+3\sigma^2\right)}.
\label{eq:coma}
\end{equation}
For two pitches inside the range \eqref{eq:window}, the constant and the source term cancel:
\begin{align}
\delta(p_1)-\delta(p_2)
&=-3c\frac{\lambda}{\mathrm{NA}}(g_1^2-g_2^2)\notag\\
&=-\frac{3c\lambda^3}{4\mathrm{NA}^3}\left(\frac1{p_1^2}-\frac1{p_2^2}\right).
\label{eq:relative}
\end{align}
At this order the source size acts on the fringes like an added tilt: it moves both gratings equally. Because $g^2$ decreases steadily with $p$, the first-order shifts of two different pitches are unequal whenever $c\ne0$. For $c>0$, the coarser grating lies farther towards $+X$. As the pitches approach each other the separation vanishes, with local slope $d\delta/dp=3c\lambda^3/(2\mathrm{NA}^3p^3)$.

The direction of coma matters. If it is turned by $90^\circ$, $W=c(3\rho^2-2)y$ and
\begin{equation}
W_+-W_-=3cs_y[(s_x+g)^2-(s_x-g)^2]=12cg\,s_xs_y.
\end{equation}
This changes sign under $s_y\to-s_y$, so the disc average $C$ is real and, for small $c$, positive. There is no shift.

\section*{(e) How large is the first correction in $c$?}

\emph{Go beyond $\Phi=\langle D\rangle$.}

\textbf{Solution.} The cumulant expansion is
\begin{equation}
\ln\langle e^{iD}\rangle=i\kappa_1-\frac{\kappa_2}{2}-\frac{i\kappa_3}{6}+\cdots .
\end{equation}
The second cumulant is real and changes contrast. The first correction to the phase is $-\kappa_3/6$.

Only $q=9s_x^2+3s_y^2$ varies over the source. With $s_x=\sigma\sqrt u\cos\theta$ and $s_y=\sigma\sqrt u\sin\theta$, $u$ is uniform on $[0,1]$ for a uniform disc, and $q=\sigma^2u(6+3\cos2\theta)$. Therefore
\begin{align}
\langle q\rangle&=\tfrac12(6)\sigma^2=3\sigma^2,\notag\\
\langle q^2\rangle&=\tfrac13\left(36+\tfrac92\right)\sigma^4=13.5\,\sigma^4,\notag\\
\langle q^3\rangle&=\tfrac14(216+81)\sigma^6=74.25\,\sigma^6.
\end{align}
The third cumulant of $q$ is $\langle q^3\rangle-3\langle q\rangle\langle q^2\rangle+2\langle q\rangle^3=(74.25-121.5+54)\sigma^6=6.75\sigma^6$. Multiplication by $(4\pi cg)^3$ gives $\kappa_3$, so the added displacement is
\begin{equation}
\delta_3=\frac{p}{2\pi}\,\frac{6.75\,\sigma^6(4\pi cg)^3}{6}.
\end{equation}
It is cubic in $c$ and vanishes for a point source, for which \eqref{eq:single} already holds at finite $c$.

\section*{(f) What are the shifts in a lithographic example?}

\emph{Evaluate them for $\lambda=193$ nm, $\mathrm{NA}=0.85$, $\sigma=0.30$, $c=0.010$ wave and intensity pitches $p_A=170$ nm and $p_B=250$ nm.}

\textbf{Solution.} Equation \eqref{eq:window} gives a two-beam range from 162.2 to 262.0 nm, which contains both pitches. Here $\lambda/\mathrm{NA}=227.06$ nm, $c\lambda/\mathrm{NA}=2.2706$ nm, $g_A=0.66782$ and $g_B=0.45412$. Thus
\begin{align}
\delta_A&=-2.2706\,(1.3380-2+0.2700)\ \text{nm}=0.890\ \text{nm},\notag\\
\delta_B&=-2.2706\,(0.6187-2+0.2700)\ \text{nm}=2.523\ \text{nm},\notag\\
\delta_A-\delta_B&=-1.633\ \text{nm}.
\end{align}
With a point source the shifts are 1.503 and 3.136 nm. Both differ from the disc-source values by 0.613 nm, which is $3\sigma^2c\lambda/\mathrm{NA}$, and their difference is unchanged.

An independent calculation summed the images of the sampled mask over the source, with a truncated pupil, and located the edges at the mean intensity. It gave 0.8902 and 2.5234 nm, and a difference of $-1.6332$ nm at each of $\sigma=0.1$, 0.2 and 0.3. An added tilt of 0.010 wave moved both gratings by $-2.2706$ nm.

The cubic term is $1.3\times10^{-5}$ nm at pitch A. Its law was tested at larger coma: doubling $c$ from 0.04 to 0.08 wave multiplied the departure from \eqref{eq:coma} by 8.02, close to the cubic factor 8.

Since \eqref{eq:relative} is linear in $c$, a relative error of 1 nm corresponds to $c=0.010/1.633=0.0061$ wave for these two pitches.

\section*{(g) Where does the result fail, and what has been neglected?}

\emph{Examine a clipped pitch, then size other effects at the two pitches of part (f).}

\textbf{Solution.} At $p=140$ nm, $g=0.811$ and $g+\sigma>1$. Some source points lose one beam and add background but no fringe. The average in $C$ then covers only points with both beams inside the pupil, which requires $|s_x|\le1-g=0.189$. Equation \eqref{eq:coma} would give $-0.551$ nm, whereas the summed image gives $-0.321$ nm. The source term no longer cancels between a clipped and an unclipped grating.

A defocus $z=100$ nm adds $W_e=(z/\lambda)(\sqrt{1-\mathrm{NA}^2\rho^2}-1)$. The shifts become 0.974 and 2.551 nm, and their difference $-1.577$ nm, a reduction in magnitude of about 3\%. Equation \eqref{eq:weighted} explains the direction. In the quadratic approximation $W_e\simeq-z\mathrm{NA}^2\rho^2/(2\lambda)$, so $D_e\simeq-4\pi z\mathrm{NA}^2gs_x/\lambda$. This approximation reaches 0.94 rad at pitch A, for $s_x=\pm\sigma$; the full defocus phase reaches 1.24 rad there. Both are below $\pi/2$, so $\cos D_e$ stays positive and gives less weight to large $|s_x|$. This lowers the positive source term in \eqref{eq:D}, more strongly at the larger $g$, and moves grating A farther towards $+X$ than B.

If the source centre is also displaced by $s_0=0.01$ along $x$, defocus causes a shift even without coma. The quadratic approximation in \eqref{eq:single} gives $z\,\mathrm{NA}\,s_0=0.85$ nm at every pitch. The full defocus phase gives 1.098 and 0.962 nm, hence a relative error of 0.135 nm. The pitch dependence comes from terms beyond the quadratic one.

Of the effects sized here for these two pitches, higher-order coma changes the difference between the space centres of the gratings most. A term $0.003(10\rho^4-12\rho^2+3)x$ wave contributes $+0.454$ nm to $\delta_A-\delta_B$, about 28\% of the primary-coma value and opposite to it; reversing its coefficient reverses this contribution to first order. Unlike the primary-coma difference, it depends on the source size: it is $+0.846$ nm at $\sigma=0.1$ and $+0.699$ nm at $\sigma=0.2$. Unpolarized vector fields in a resist of index 1.7, with radiometric factors for fourfold reduction, change the difference to $-1.639$ nm if transmission into the resist is taken as unity; with Fresnel transmission at a single air--resist surface it is $-1.632$ nm, so the change from the scalar value is below 0.01 nm and its sign depends on the interface. A mask phase error of $3^\circ$ with an amplitude ratio of 0.98 between windows moves the centre of any one space by at most about 0.04 nm at best focus for these two pitches, with the edges taken at the mean intensity; a higher threshold or defocus can make this movement larger. The edges move much more, because alternate spaces widen and narrow: the dark lines between them are displaced, in alternating directions, by about 0.43 nm at pitch A and 0.63 nm at pitch B, and by up to about 1.1 nm at a defocus of 100 nm.

These parameters are roughly those of dry ArF projection lithography with an alternating phase-shift mask. The coma, 0.0035 wave rms over the pupil, is an illustrative value and not that of a measured lens; at $c=0.002$ wave the relative error would be 0.33 nm in magnitude. Real lenses break the assumption of a single aberration, and the 0.454 nm above shows how far a modest second term can move the answer. Thick-mask scattering, reflections at resist interfaces and resist chemistry are not included or sized. Correcting the mean placement of the exposed layer removes a common shift, but leaves the difference between the two gratings. The numerical output below lists the input parameters and the main computed shifts.

\section*{Computed results}
\begin{verbatim}
wavelength: 193.0 nm
numerical aperture: 0.85
source radius sigma: 0.30
coma coefficient: 0.0100 wave
coma rms over full pupil: 0.00354 wave
wavelength/NA: 227.059 nm
coma coefficient times wavelength/NA: 2.2706 nm
two-beam pitch, lower limit: 162.18 nm
two-beam pitch, upper limit: 261.99 nm
first-order mask amplitude: 0.45016
pitch A: 170.0 nm
pitch A, order position g: 0.66782
pitch A, coherent shift: 1.5032 nm
pitch A, partial shift, Abbe: 0.8902 nm
pitch A, partial shift, law: 0.8902 nm
pitch B: 250.0 nm
pitch B, order position g: 0.45412
pitch B, coherent shift: 3.1364 nm
pitch B, partial shift, Abbe: 2.5234 nm
pitch B, partial shift, law: 2.5234 nm
relative shift A-B, law: -1.6332 nm
relative shift A-B, Abbe, sigma 0.1: -1.6332 nm
relative shift A-B, Abbe, sigma 0.2: -1.6332 nm
relative shift A-B, Abbe, sigma 0.3: -1.6332 nm
coma for 1 nm relative error: 0.00612 wave
cubic shift term at pitch A: 1.31e-05 nm
cubic test, departure ratio on doubling coma: 8.0198
added tilt: 0.010 wave
tilt shift at A and B: -2.2706, -2.2706 nm
clipped test pitch: 140.0 nm
clipped shift, Abbe: -0.3207 nm
clipped shift, inapplicable law: -0.5513 nm
defocus: 100.0 nm
shifts with defocus, A and B: 0.9738, 2.5510 nm
relative shift with defocus: -1.5772 nm
resist refractive index: 1.70
lens reduction factor: 4.0
relative shift, vector estimate: -1.6386 nm
higher-order coma coefficient: 0.0030 wave
higher-coma relative shift: 0.4537 nm
mask phase error: 3.0 degree
mask amplitude ratio: 0.980
largest mask-imbalance change: 0.0396 nm
source-centre offset: 0.010 pupil radius
offset+defocus shifts, A and B: 1.0975, 0.9624 nm
offset+defocus relative shift: 0.1351 nm
\end{verbatim}
